# Young modulus of a solid with dilute spherical pores, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the porous body to a single pore

Q. A film in which eight percent of the volume is pores has lost eight percent of its material. I would lower its Young modulus by eight percent and stop there. What is wrong with that?

A. It assumes that the remaining material deforms as if the pores were absent. That assumption gives a limit on the modulus, and the true value lies below it. To see this, take a body whose outer surface is given fixed displacements, with pore walls free of force. Let $u$ be the true displacement, and let $u+w$ be any other displacement with the same values on the outer surface, so that $w=0$ there. The elastic energy is quadratic in the strain, so

$$U[u+w]=U[u]+\int\sigma_{ij}\,\partial_j w_i\,dV+U[w].$$

Here $\sigma_{ij}$ is the true stress, and repeated indices are summed. The middle term can be integrated by parts. Since $\partial_j\sigma_{ij}=0$ in equilibrium, a surface integral of force times $w$ is left. It vanishes on the outer surface because $w=0$, and on the pore walls because the force is zero. As $U[w]\ge 0$, the true displacement has the least energy.

Now use as a trial the uniform strain that the dense solid would have in a tensile test: $\varepsilon$ along the axis and $-\nu\varepsilon$ across it. The solid part stores $E\varepsilon^2/2$ per unit volume and the pores store nothing, so the trial energy per unit total volume is $(1-p)E\varepsilon^2/2$. The porous body at axial strain $\varepsilon$, with its lateral strain free to adjust, stores $E_{\rm eff}\varepsilon^2/2$. This cannot be larger, so

$$E_{\rm eff}\le(1-p)E .$$

Your estimate is this upper limit. The solid around a pore can relax towards the free wall, and that relaxation lowers the modulus further. The task is to find by how much.

Q. Before you calculate, say what the symbols mean and what you are assuming about the solid and the pores.

A. The solid between the pores, which I call the matrix, is isotropic and linearly elastic, and its strains are small. Its Young modulus is $E$, its Poisson ratio $\nu$, its shear modulus $G$ and its bulk modulus $K$. The porosity $p$ is the pore volume divided by the total volume. The pores are spheres, possibly of different sizes. They contain no gas under pressure, and their walls have no stiffness or tension of their own, so the wall is free of traction. They are far from each other and from the faces of the film. Tension is counted positive.

The effective modulus $E_{\rm eff}$ is the applied uniaxial stress divided by the mean axial strain of the whole body, pores included. I want the first-order term of $E_{\rm eff}/E$ in $p$.

Q. What is the "strain" of an empty pore? There is nothing in it to be strained.

A. It is defined by the motion of the wall. For any closed surface with outward normal $n$ that encloses a volume $V$, define the mean strain by

$$\bar\varepsilon_{ij}=\frac{1}{2V}\oint(u_in_j+u_jn_i)\,dS .$$

If the surface encloses solid material, the divergence theorem turns this into the ordinary volume average of the strain. If it encloses a pore, the definition still makes sense. When the wall displacement is linear, $u_i=M_{ij}x_j$ with $M$ symmetric, we have $\oint x_kn_j\,dS=V\delta_{kj}$, and the definition returns $M_{ij}$. The pore has then changed its shape as a piece of material with strain $M_{ij}$ would.

Q. How does that help with the strain of the whole body?

A. Apply the divergence theorem to the solid part $V_s$ alone. Its surface consists of the outer surface and the pore walls. On a pore wall let $n$ point out of the pore, into the solid. The outward normal of the solid is then $-n$, so the walls enter with a minus sign:

$$\int_{V_s}\varepsilon_{ij}\,dV=V\bar\varepsilon_{ij}-pV\,\varepsilon^{\rm pore}_{ij}.$$

Here $V$ is the total volume, $\bar\varepsilon$ is the mean strain of the body, and $\varepsilon^{\rm pore}$ is the pore strain averaged over the pores with their volumes as weights.

On the left I can use Hooke's law, $\varepsilon=S:\sigma$, where $S$ is the constant compliance of the matrix. This requires the integral of the stress over the solid. Because $\partial_k\sigma_{ik}=0$,

$$\int_{V_s}\sigma_{ij}\,dV=\int_{V_s}\partial_k(\sigma_{ik}x_j)\,dV=\oint\sigma_{ik}n_kx_j\,dS .$$

The pore walls contribute nothing, since they carry no traction. On the outer surface the traction is $\sigma^0_{ik}n_k$, with $\sigma^0$ the uniform applied stress. There the integral equals $\sigma^0_{ik}V\delta_{kj}=V\sigma^0_{ij}$. The volume that appears is the total one, because the outer surface encloses the pores as well. Dividing by $V$ gives

$$\bar\varepsilon=S:\sigma^0+p\,\varepsilon^{\rm pore}. \tag{1}$$

Q. Where did you use a small porosity?

A. I did not. Equation (1) holds at any porosity for traction-free pores in a uniform linear matrix. The first term is the strain of the dense solid under the same load. Everything that the pores do is in the second term. Since that term already carries a factor $p$, the first-order result needs $\varepsilon^{\rm pore}$ only in the limit $p\to0$.

Q. And in that limit you will treat each pore as if it were alone. I object. The stress disturbance of a pore falls off as $1/r^3$, while the number of pores in a shell at distance $r$ grows as $r^2$. If the magnitudes are added over all the others, the sum is logarithmic. It does not obviously go to zero with $p$.

A. The objection is sound for the magnitudes, and an appeal to "far apart" does not fully answer it. The disturbance has both signs, and its average over all directions is zero, so the pores in an evenly filled distant shell cancel each other. Whether they do so depends on how the pores are arranged. What is needed is that the stress acting on a typical pore differs from the applied stress by an amount that vanishes with $p$. I take this as an assumption for now. In the second half I shall describe a definite porous material for which it can be shown. The assumption fails if the pores come in tight clusters, because then each pore has near neighbours however small the overall porosity is.

With the assumption, $\varepsilon^{\rm pore}$ is the strain of one pore in an infinite matrix that carries the uniform stress $\sigma^0$ far away.

Q. That is still a sphere under uniaxial tension, which is not a spherically symmetric problem.

A. It splits into two simpler ones, because the equations are linear. Let the applied stress be $s$ along $z$. The matrix strain far from the pore is $s/E$ along $z$ and $-\nu s/E$ along $x$ and $y$. One third of its trace is the mean part,

$$e_0=\frac{(1-2\nu)s}{3E}.$$

The remainder has zero trace. I call it the deviator $e_{ij}$. It is diagonal, with

$$e_{zz}=\frac sE-e_0=\frac{2(1+\nu)s}{3E},\qquad e_{xx}=e_{yy}=-\frac{\nu s}{E}-e_0=-\frac{(1+\nu)s}{3E}.$$

The mean part expands the matrix equally in all directions, and the deviator changes its shape at constant volume. Each part is magnified at the pore by its own factor.

Q. Which equation does the displacement obey?

A. Hooke's law for an isotropic solid is

$$\sigma_{ij}=\lambda\delta_{ij}\,\partial_ku_k+G(\partial_iu_j+\partial_ju_i),\qquad \lambda=\frac{2G\nu}{1-2\nu}.$$

Setting $\partial_j\sigma_{ij}=0$ gives $(\lambda+G)\,\partial_i\partial_ku_k+G\nabla^2u_i=0$. Since $(\lambda+G)/G=(2\nu+1-2\nu)/(1-2\nu)=1/(1-2\nu)$, this is the Navier equation

$$k\,\partial_i(\partial_ku_k)+\nabla^2u_i=0,\qquad k=\frac1{1-2\nu}. \tag{2}$$

I measure lengths in units of the pore radius, so the wall is at $r=1$. The equations of elasticity contain no length of their own, and the pore strain therefore cannot depend on the radius.

Q. Do the mean part first.

A. By symmetry $u_i=x_ih(r)$. Such a field is the gradient of a function of $r$, so $\nabla^2u_i=\partial_i(\partial_ku_k)$. Equation (2) then says that $\partial_ku_k$ is constant. Its value far away is $3e_0$. Written out,

$$\partial_ku_k=3h+rh'=\frac{(r^3h)'}{r^2}=3e_0 .$$

Integration gives $r^3h=e_0r^3+e_0b$, with $b$ a constant still to be found. The radial displacement is $u_r=rh=e_0(r+b/r^2)$. The radial stress is

$$\sigma_{rr}=\lambda\,3e_0+2Gu_r'=e_0\left[3\lambda+2G-\frac{4Gb}{r^3}\right].$$

With $3\lambda+2G=3K$, the free wall at $r=1$ requires $b=3K/(4G)$. There is no shear traction, again by symmetry. To express $b$ through $\nu$, use

$$\frac KG=\frac{2\nu}{1-2\nu}+\frac23=\frac{2(1+\nu)}{3(1-2\nu)},\qquad\text{so}\qquad b=\frac{1+\nu}{2(1-2\nu)}.$$

The wall displacement is $u_i=e_0(1+b)x_i$, which is linear in $x$. The pore strain is therefore $c_Ke_0$ in each direction, with

$$c_K=1+b=\frac{2-4\nu+1+\nu}{2(1-2\nu)}=\frac{3(1-\nu)}{2(1-2\nu)}. \tag{3}$$

Q. This diverges when the matrix becomes incompressible, at $\nu=1/2$. Should I worry?

A. Not for the tensile test. The factor $c_K$ compares the expansion of the pore with that of the matrix. An incompressible matrix does not change its volume, yet a pore in it can still grow, because the matrix flows around it by shear. The ratio then has a vanishing denominator. The pore strain itself is $c_Ke_0$, and $e_0$ contains the factor $1-2\nu$ that cancels the divergence.

Q. Now the deviator. How do you guess the form of the field?

A. The field must be linear in $e_{ij}$, and apart from $e_{ij}$ the problem contains no preferred direction. The vectors that can be formed from one factor of $e_{ij}$ and any number of factors $x_i$ are

$$y_i=e_{ij}x_j\qquad\text{and}\qquad x_i\Phi,\quad \Phi=e_{jk}x_jx_k ,$$

each multiplied by a function of $r$. The cross product of $x$ and $y$ is also linear in $e_{ij}$, but it has the wrong sign under mirror reflection. I therefore write

$$u_i=f(r)\,y_i+g(r)\,x_i\Phi .$$

If a field of this form satisfies the equation, the wall condition and the remote condition, it is the solution. The difference of two solutions would carry no load at the wall or far away, so it would store no energy and have no strain.

Q. Show me the substitution without skipping the derivatives.

A. For the divergence, note that $e_{ii}=0$ and $x_iy_i=\Phi$. The first term gives $\partial_i(fy_i)=f'\Phi/r$. In the second, $\partial_ix_i=3$ and $x_i\partial_i\Phi=2\Phi$, so $\partial_i(gx_i\Phi)=(rg'+5g)\Phi$. Together

$$\partial_iu_i=D\,\Phi,\qquad D=\frac{f'}r+rg'+5g .$$

Since $\partial_i\Phi=2y_i$, the gradient of the divergence is $2D\,y_i+(D'/r)\,x_i\Phi$.

For the Laplacian I use $\nabla^2(fy_i)=y_i\nabla^2f+2\nabla f\cdot\nabla y_i+f\nabla^2y_i$. Here $\nabla f=f'x/r$, and $x\cdot\nabla y_i=y_i$ because $y_i$ is of first degree in $x$. Its own Laplacian is zero. Hence

$$\nabla^2(fy_i)=\left(f''+\frac{4f'}r\right)y_i .$$

The product $x_i\Phi$ is of third degree, so $x\cdot\nabla$ multiplies it by 3. Its Laplacian is $2\partial_i\Phi+x_i\nabla^2\Phi=4y_i$, since $\nabla^2\Phi=2e_{ii}=0$. Hence

$$\nabla^2(gx_i\Phi)=\left(g''+\frac{8g'}r\right)x_i\Phi+4g\,y_i .$$

The vectors $y_i$ and $x_i\Phi$ point in different directions at a general point, so their coefficients in (2) must vanish separately:

$$f''+\frac{4f'}r+4g+2kD=0,\qquad g''+\frac{8g'}r+\frac{kD'}r=0. \tag{4}$$

Q. Two coupled equations of second order. How do you know that you find every solution?

A. There must be four independent ones, and powers of $r$ supply them. Put $f=Fr^n$ and $g=Hr^{n-2}$. Then $D=r^{n-2}d$ with $d=nF+(n+3)H$, and (4) becomes

$$n(n+3)F+4H+2kd=0,\qquad (n-2)\left[(n+5)H+kd\right]=0 .$$

The second equation allows $n=2$, which gives a strain that grows with distance and is excluded. Otherwise $kd=-(n+5)H$. Inserted in the first equation, this gives

$$n(n+3)F+4H-2(n+5)H=(n+3)(nF-2H)=0 .$$

If $n=-3$, then $d=-3F$, and $kd=-2H$ gives $H=3kF/2$.

If instead $H=nF/2$, then $d=n(n+5)F/2$, and the condition $(n+5)H+kd=0$ becomes $n(n+5)(1+k)F/2=0$. As $1+k=2(1-\nu)/(1-2\nu)$ is positive, either $n=0$ with $H=0$, or $n=-5$ with $H=-5F/2$.

The four exponents are $2,0,-3,-5$. The solution $n=0$ is the uniform remote strain and has amplitude 1. I name the amplitudes of the two decaying ones so that fractions disappear: $F=2(1-2\nu)A$ for $n=-3$, and $F=2B$ for $n=-5$. The result is

$$f=1+\frac{2(1-2\nu)A}{r^3}+\frac{2B}{r^5},\qquad g=\frac{3A}{r^5}-\frac{5B}{r^7}. \tag{5}$$

Only the two constants $A$ and $B$ remain, and the free wall must fix them.

## Second half: the modulus and its range of use

The matrix has Young modulus $E$, Poisson ratio $\nu$ and shear modulus $G$; the porosity is $p$, and the pore radius is the unit of length. Under a uniaxial stress $s$, the mean strain is $\bar\varepsilon=S:\sigma^0+p\,\varepsilon^{\rm pore}$, equation (1). The remote strain has a mean part $e_0=(1-2\nu)s/(3E)$ and a deviator with $e_{zz}=2(1+\nu)s/(3E)$ and $e_{xx}=e_{yy}=-e_{zz}/2$. The pore magnifies the mean part by $c_K=3(1-\nu)/[2(1-2\nu)]$. For the deviator, $u_i=fy_i+gx_i\Phi$, with $y_i=e_{ij}x_j$, $\Phi=x_iy_i$, and $f,g$ from (5). The divergence is $D\Phi$ with $D=f'/r+rg'+5g$.

The modulus has been reduced to the strain of a single pore: its response to the mean part of the load is known, and its field under the deviator is known up to the two constants $A$ and $B$. It remains to fix these at the free wall, obtain the modulus, and show for a definite material that the dilute assumption holds.
